# Critical radius and barrier for crystal nucleation in an amorphous layer: a program that tests the result

```python
"""Critical crystal nucleus in an amorphous solid.

Result under test: with free energy G(r) = gamma*area - g*volume,
the critical radius is 2*gamma/g and the barrier 16*pi*gamma^3/(3*g^2).
gamma : crystal/amorphous interface energy
g     : free energy released per volume crystallized (positive)
Lengths are in nm and energies in eV unless a name says otherwise.
The program also sizes effects left out of this simple model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

pi = np.pi
gamma_si = 0.3          # J/m^2
g_si = 1.0e9            # J/m^3
gamma = gamma_si * 1e-18 / const.e
g = g_si * 1e-27 / const.e
k_ev = const.k / const.e


def radius_formula(gam, drive):
    return 2 * gam / drive


def barrier_formula(gam, drive):
    return 16 * pi * gam**3 / (3 * drive**2)


def spheroid_geometry(aspect):
    """Area and volume, by quadrature, for equivalent radius 1."""
    a = aspect**(-1 / 3)
    c = aspect**(2 / 3)
    area = quad(lambda t: 2 * pi * a * np.sin(t)
                * np.hypot(a * np.cos(t), c * np.sin(t)), 0, pi)[0]
    volume = quad(lambda t: pi * a**2 * c * np.sin(t)**3, 0, pi)[0]
    return area, volume


def find_top(energy, low=0.1, high=3.0):
    """Numerical maximum of a free-energy curve."""
    res = minimize_scalar(lambda x: -energy(x), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-10})
    return res.x, -res.fun


def numerical_barrier(area, volume, gam=gamma, drive=g):
    return find_top(lambda x: gam * area * x**2 - drive * volume * x**3)


# Sphere: numerical maximum against the closed formulas
r_star = radius_formula(gamma, g)
w_star = barrier_formula(gamma, g)
area1, vol1 = spheroid_geometry(1.0)
r_num, w_num = numerical_barrier(area1, vol1)
assert abs(r_num / r_star - 1) < 1e-6
assert abs(w_num / w_star - 1) < 1e-9
surface_cost = gamma * area1 * r_num**2
volume_gain = g * vol1 * r_num**3
assert abs(w_num / surface_cost - 1 / 3) < 1e-6


def sphere_energy(r):
    return gamma * area1 * r**2 - g * vol1 * r**3


r_zero = 3 * gamma / g
assert abs(sphere_energy(r_zero)) < 1e-9 * surface_cost
step = 1e-3
curvature = (sphere_energy(r_star + step) - 2 * sphere_energy(r_star)
             + sphere_energy(r_star - step)) / step**2
assert abs(curvature / (-8 * pi * gamma) - 1) < 1e-5
assert sphere_energy(0.49) < sphere_energy(0.50)
assert sphere_energy(0.71) < sphere_energy(0.70)

# Other shapes: higher barriers, and the general fixed-shape formula
area_s, vol_s = spheroid_geometry(2.0)
w_spheroid = numerical_barrier(area_s, vol_s)[1]
edge_cube, w_cube = numerical_barrier(6.0, 1.0)
for area, volume, w_shape in ((area_s, vol_s, w_spheroid),
                              (6.0, 1.0, w_cube)):
    general = 4 * area**3 * gamma**3 / (27 * volume**2 * g**2)
    assert abs(w_shape / general - 1) < 1e-8
for aspect in (0.5, 0.8, 1.25, 2.0):
    assert numerical_barrier(*spheroid_geometry(aspect))[1] > w_num

# Free energy per added volume: a nearly flat front has no barrier
def slope_per_volume(r):
    h = 1e-4 * r
    return ((sphere_energy(r + h) - sphere_energy(r - h))
            / (vol1 * ((r + h)**3 - (r - h)**3)))


for r_test in (0.3, 1.2, 600.0):
    assert abs(slope_per_volume(r_test) / g + 1 - r_star / r_test) < 1e-5
flat_release = -slope_per_volume(600.0) / g

# Temperature factor
t_low = const.zero_Celsius + 600
t_high = const.zero_Celsius + 700
boltz_low = np.exp(-w_star / (k_ev * t_low))
boltz_high = np.exp(-w_star / (k_ev * t_high))

# Atoms in the nucleus (diamond lattice, eight atoms per cubic cell)
lattice = 0.543
atom_density = 8 / lattice**3
bond = np.sqrt(3) * lattice / 4
n_star = atom_density * vol1 * r_star**3
shell_fraction = 1 - (1 - bond / r_star)**3
n_list = np.arange(1, 200)
g_list = sphere_energy((n_list / (atom_density * vol1))**(1 / 3))
n_top = int(n_list[np.argmax(g_list)])
discrete_gap = w_star - g_list.max()
assert abs(n_top - n_star) <= 1
assert 0 <= discrete_gap < 0.01 * w_star

# Input uncertainty, from numerical maxima
w_inputs = {}
for f_gamma, f_g in ((0.9, 1), (1.1, 1), (1, 0.9), (1, 1.1)):
    w_new = numerical_barrier(area1, vol1, f_gamma * gamma, f_g * g)[1]
    assert abs(w_new / w_star - f_gamma**3 / f_g**2) < 1e-8
    w_inputs[(f_gamma, f_g)] = w_new

# Curvature-dependent interface energy gamma*(1 - 2*delta/r)
delta = 0.02
w_curved = {}
for d in (delta, -delta):
    w_new = find_top(lambda r: gamma * (1 - 2 * d / r) * area1 * r**2
                     - g * vol1 * r**3)[1]
    first_order = 1 - 6 * d / r_star
    assert abs(w_new / w_star - first_order) < 6 * (d / r_star)**2
    w_curved[d] = w_new


# Spherical cap on a foreign surface; Young's relation at the base
def cap_barrier(angle):
    cosine = np.cos(angle)
    cap = quad(lambda t: 2 * pi * np.sin(t), 0, angle)[0]
    base = pi * np.sin(angle)**2
    volume = quad(lambda z: pi * (1 - z**2), cosine, 1)[0]
    return numerical_barrier(cap - cosine * base, volume)[1]


for degrees in (60, 90, 120):
    cosine = np.cos(np.radians(degrees))
    factor = (2 + cosine) * (1 - cosine)**2 / 4
    assert abs(cap_barrier(np.radians(degrees)) / w_star - factor) < 1e-8
w_cap = cap_barrier(pi / 2)

# Entropy correction if the stated driving density were an enthalpy
entropy_k = 0.2
g_entropy = g - entropy_k * k_ev * t_low * atom_density
w_entropy = numerical_barrier(area1, vol1, gamma, g_entropy)[1]

# Misfit strain: minimize elastic energy over interface displacement
shear_gpa, poisson, misfit = 50.0, 0.25, 0.006
bulk_gpa = 2 * shear_gpa * (1 + poisson) / (3 * (1 - 2 * poisson))
# Outer field u = s/r^2 (radius 1): strains -2s/r^3, s/r^3, s/r^3
outer_integral = quad(lambda r: 4 * pi * r**2 * 6 / r**6, 1, np.inf)[0]


def elastic_energy(s):
    """Energy per nucleus volume in GPa; s is in units of the misfit."""
    inside = 4.5 * bulk_gpa * (s - 1)**2
    outside = shear_gpa * s**2 * outer_integral / vol1
    return (inside + outside) * misfit**2


strain_gpa = minimize_scalar(elastic_energy, bounds=(0, 1),
                             method="bounded").fun
strain_formula = (2 * shear_gpa * (1 + poisson) * misfit**2
                  / (1 - poisson))
assert abs(strain_gpa / strain_formula - 1) < 1e-6
strain_share = strain_gpa * 1e9 / g_si
w_strain = numerical_barrier(area1, vol1, gamma,
                             g * (1 - strain_share))[1]

# The numbers claimed in the statement
assert abs(r_num - 0.6) < 1e-6
assert abs(w_num - 2.8) < 0.05

print(f"interface energy            {gamma_si:.2f} J/m^2")
print(f"interface energy            {gamma:.4f} eV/nm^2")
print(f"driving density             {g_si:.2e} J/m^3")
print(f"driving density             {g:.4f} eV/nm^3")
print(f"critical radius, formula    {r_star:.4f} nm")
print(f"critical radius, numerical  {r_num:.4f} nm")
print(f"critical area               {area1 * r_num**2:.4f} nm^2")
print(f"critical volume             {vol1 * r_num**3:.4f} nm^3")
print(f"surface cost at top         {surface_cost:.4f} eV")
print(f"volume gain at top          {volume_gain:.4f} eV")
print(f"barrier, formula            {w_star:.4f} eV")
print(f"barrier, numerical          {w_num:.4f} eV")
print(f"barrier                     {w_star * const.e:.4e} J")
print(f"radius where G returns to 0 {r_zero:.4f} nm")
print(f"barrier, spheroid aspect 2  {w_spheroid:.4f} eV")
print(f"critical cube edge          {edge_cube:.4f} nm")
print(f"barrier, cube               {w_cube:.4f} eV")
print(f"release/g at r = 600 nm     {flat_release:.4f} (no unit)")
print(f"lower temperature           {t_low:.2f} K")
print(f"higher temperature          {t_high:.2f} K")
print(f"kT at lower temperature     {k_ev * t_low:.5f} eV")
print(f"barrier/kT, lower temp.     {w_star / (k_ev * t_low):.2f}")
print(f"barrier/kT, higher temp.    {w_star / (k_ev * t_high):.2f}")
print(f"exp(-W/kT), lower temp.     {boltz_low:.2e}")
print(f"exp(-W/kT), higher temp.    {boltz_high:.2e}")
print(f"ratio of these factors      {boltz_high / boltz_low:.1f}")
print(f"lattice parameter, rough    {lattice:.3f} nm")
print(f"atom density                {atom_density:.2f} nm^-3")
print(f"driving energy per atom     {g / atom_density:.4f} eV")
print(f"atoms in critical nucleus   {n_star:.1f}")
print(f"bond length                 {bond:.4f} nm")
print(f"share within one bond       {100 * shell_fraction:.1f} %")
print(f"whole-atom top at           {n_top} atoms")
print(f"whole-atom barrier change   {-discrete_gap:.2e} eV")
print(f"barrier, gamma -10%         {w_inputs[(0.9, 1)]:.3f} eV")
print(f"barrier, gamma +10%         {w_inputs[(1.1, 1)]:.3f} eV")
print(f"barrier, g -10%             {w_inputs[(1, 0.9)]:.3f} eV")
print(f"barrier, g +10%             {w_inputs[(1, 1.1)]:.3f} eV")
print(f"trial curvature length      {delta:.3f} nm")
print(f"barrier, positive length    {w_curved[delta]:.3f} eV")
print(f"barrier, negative length    {w_curved[-delta]:.3f} eV")
print(f"barrier, cap at 90 degrees  {w_cap:.3f} eV")
print(f"trial excess entropy        {entropy_k:.2f} k per atom")
print(f"entropy cut in g            {100 * (1 - g_entropy / g):.1f} %")
print(f"barrier with entropy cut    {w_entropy:.3f} eV")
print(f"shear modulus, rough        {shear_gpa:.0f} GPa")
print(f"Poisson ratio, rough        {poisson:.2f}")
print(f"linear misfit, rough        {misfit:.4f}")
print(f"strain energy density       {strain_gpa * 1e9:.2e} J/m^3")
print(f"strain share of g           {100 * strain_share:.2f} %")
print(f"barrier with strain         {w_strain:.3f} eV")
print("every check passed")
```

Running it gives:

```
interface energy            0.30 J/m^2
interface energy            1.8725 eV/nm^2
driving density             1.00e+09 J/m^3
driving density             6.2415 eV/nm^3
critical radius, formula    0.6000 nm
critical radius, numerical  0.6000 nm
critical area               4.5239 nm^2
critical volume             0.9048 nm^3
surface cost at top         8.4708 eV
volume gain at top          5.6472 eV
barrier, formula            2.8236 eV
barrier, numerical          2.8236 eV
barrier                     4.5239e-19 J
radius where G returns to 0 0.9000 nm
barrier, spheroid aspect 2  3.5247 eV
critical cube edge          1.2000 nm
barrier, cube               5.3927 eV
release/g at r = 600 nm     0.9990 (no unit)
lower temperature           873.15 K
higher temperature          973.15 K
kT at lower temperature     0.07524 eV
barrier/kT, lower temp.     37.53
barrier/kT, higher temp.    33.67
exp(-W/kT), lower temp.     5.04e-17
exp(-W/kT), higher temp.    2.38e-15
ratio of these factors      47.3
lattice parameter, rough    0.543 nm
atom density                49.97 nm^-3
driving energy per atom     0.1249 eV
atoms in critical nucleus   45.2
bond length                 0.2351 nm
share within one bond       77.5 %
whole-atom top at           45 atoms
whole-atom barrier change   -2.03e-05 eV
barrier, gamma -10%         2.058 eV
barrier, gamma +10%         3.758 eV
barrier, g -10%             3.486 eV
barrier, g +10%             2.334 eV
trial curvature length      0.020 nm
barrier, positive length    2.269 eV
barrier, negative length    3.398 eV
barrier, cap at 90 degrees  1.412 eV
trial excess entropy        0.20 k per atom
entropy cut in g            12.0 %
barrier with entropy cut    3.650 eV
shear modulus, rough        50 GPa
Poisson ratio, rough        0.25
linear misfit, rough        0.0060
strain energy density       6.00e+06 J/m^3
strain share of g           0.60 %
barrier with strain         2.858 eV
every check passed
```
